The Levy–Perdew virial relation, its origin and the zero-force condition

The hydrogen atom has one electron, so its exchange energy has a single task: to cancel the repulsion of the electron's charge cloud with itself. In hartree atomic units, used throughout, the ground-state density is n(r) = e^(−2r)/π. The charge inside a sphere of radius r is

Q(r) = ∫₀^r 4s² e^(−2s) ds = 1 − e^(−2r)(1 + 2r + 2r²).

The charge outside contributes ∫_r^∞ 4s e^(−2s) ds = e^(−2r)(1 + 2r) to the Hartree potential at r, and therefore

v_H(r) = Q(r)/r + e^(−2r)(1 + 2r) = 1/r − e^(−2r)(1 + 1/r).

The Hartree energy is U = ½∫ n v_H d³r, and exchange must be E_x = −U. With 4πr²n = 4r²e^(−2r),

E_x = −2 ∫₀^∞ [r e^(−2r) − (r² + r) e^(−4r)] dr
  = −2 [1/4 − 1/32 − 1/16] = −5/16.

The corresponding potential, the derivative of −U with respect to the density, is v_x = −v_H. Its slope is dv_x/dr = Q(r)/r², by Gauss's law. Now form a different integral, which contains the slope of the potential and no energy expression:

−∫ n r (dv_x/dr) d³r = −4 ∫₀^∞ r e^(−2r) Q(r) dr
  = −4 ∫₀^∞ [r e^(−2r) − (r + 2r² + 2r³) e^(−4r)] dr
  = −4 [1/4 − 1/16 − 1/16 − 3/64] = −5/16.

The two numbers agree. The potential alone, weighted with the density, has returned the energy. This is the Levy–Perdew virial relation,

E_x[n] = −∫ n r·∇v_x d³r.

It contains the position vector r, and so seems to depend on where the origin is placed. An energy cannot depend on that. For hydrogen with the origin at the nucleus the question is hidden by the spherical symmetry; in a molecule there is no preferred origin, and the matter has to be settled.

Take a finite system of N electrons whose density decays exponentially and is smooth except for cusps at the nuclei. Let Φ be the Kohn–Sham determinant of n, that is, the wavefunction of lowest kinetic energy among those with density n. Assume that it is unique and a single determinant, which sets degenerate cases aside. The exchange energy is defined by

E_x[n] = ⟨Φ|V_ee|Φ⟩ − U[n],  U[n] = ½ ∫∫ n(r)n(r′)/|r − r′| d³r d³r′,

where V_ee is the Coulomb repulsion between the electrons. Compress the density uniformly towards the origin by a factor λ > 0:

n_λ(r) = λ³ n(λr).

The prefactor keeps the electron number fixed. The scaled determinant Φ_λ = λ^(3N/2) Φ(λr₁, …, λr_N) is normalized and has density n_λ. It is also the Kohn–Sham determinant of n_λ. To see this, note that scaling multiplies every kinetic energy by λ², because each of the two derivatives brings a factor λ. If another wavefunction with density n_λ had a lower kinetic energy than Φ_λ, scaling it back by 1/λ would give one with density n and a kinetic energy below that of Φ, which contradicts the definition of Φ.

In ⟨Φ_λ|V_ee|Φ_λ⟩ substitute u_i = λr_i. The volume elements absorb the normalization factor, and 1/|r_i − r_j| becomes λ/|u_i − u_j|. The same substitution gives U[n_λ] = λU[n]. Hence

E_x[n_λ] = λ E_x[n].

The exchange potential v_x = δE_x/δn is defined by δE_x = ∫ v_x δn d³r for small changes δn that conserve the electron number. It is therefore fixed up to a constant. We assume that this derivative exists. Differentiating the scaled density at λ = 1 gives

dn_λ/dλ = 3n + r·∇n = ∇·(r n),

since ∇·r = 3. This change integrates to zero, so the free constant in v_x has no effect. The derivative of λE_x[n] with respect to λ is E_x[n], and the chain rule gives

E_x[n] = ∫ v_x ∇·(r n) d³r.

The product rule reads ∇·(v_x n r) = v_x ∇·(r n) + n r·∇v_x. Integrated over a large sphere of radius R, the left side becomes a surface term of size 4πR³ n v_x. It vanishes as R → ∞ because n decays exponentially, even when v_x falls off as slowly as −1/R. At a nucleus, n and v_x may have cusps but are taken to stay finite. Cutting out a small sphere of radius ε around it adds a surface term that vanishes at least as fast as the area, ε². What remains is

E_x[n] = −∫ n r·∇v_x d³r.

For spin-polarized systems E_x depends on n_↑ and n_↓, both are scaled together, and the right side becomes a sum over spins of the same integral with n_σ and v_xσ. Hydrogen is the case with one occupied spin.

To study the origin, let v be any potential, whether or not it is the derivative of something, and define its virial number about the point a:

W(a) = −∫ n (r − a)·∇v d³r.

Since a is a constant vector, it comes out of the integral:

W(a) = W(0) + a·F,  F = ∫ n ∇v d³r.

If F = 0, then W(a) = W(0) for every a. Conversely, suppose that W(a) is the same for every a. Choose a = F; then W(F) − W(0) = F·F = 0, and so F = 0. The virial number is independent of the origin if and only if the zero-force condition holds,

∫ n ∇v d³r = 0.

When F ≠ 0, W still stays the same for shifts perpendicular to F, and changes linearly for all others. In mechanical terms, −n∇v is the force density that v exerts on the electrons, and W is its first moment. A first moment is independent of the reference point when the total vanishes, just as the dipole moment of a charge distribution is when the total charge is zero. The total force on the electrons is −F.

For the true exchange potential the zero-force condition is not an additional assumption. The definition of E_x refers to no fixed point in space, so a rigidly displaced density n(r − ta) has the same exchange energy for every t. Its derivative with respect to t at t = 0 is −a·∇n. Therefore

0 = −a·∫ v_x ∇n d³r = a·∫ n ∇v_x d³r,

where the last step is an integration by parts whose surface term, of size R²nv_x, vanishes. Since a is arbitrary, F = 0. Scaling invokes an origin, translation invariance removes the dependence on it, and together they make the virial relation an unambiguous expression for an energy.

Two explicit functionals show how this works. The first is local exchange, for a closed shell

E_x = −(3c/4) ∫ n^(4/3) d³r,  v_x = −c n^(1/3),  c = (3/π)^(1/3).

Here n∇v_x = −(c/3) n^(1/3) ∇n = −(c/4) ∇n^(4/3). This is a pure gradient, and its integral over all space is zero. The virial integral is (c/4)∫ r·∇n^(4/3) d³r, and an integration by parts with ∇·r = 3 turns it into −(3c/4)∫ n^(4/3) d³r, the energy.

The second is exact exchange for two electrons of opposite spin in one orbital. Each electron has density n/2, so ⟨V_ee⟩ = ¼∫∫ n n′/|r − r′| = U/2. Consequently E_x = −U/2 and v_x = −v_H/2. With ∇v_H = −∫ n(r′)(r − r′)/|r − r′|³ d³r′,

F = ½ ∫∫ n(r)n(r′) (r − r′)/|r − r′|³ d³r d³r′ = 0,

because the integrand changes sign when r and r′ are exchanged. This is the balance of action and reaction. In the virial integral the vector r stands in front of the same kernel. Averaging with the expression in which r and r′ are exchanged replaces r by (r − r′)/2:

−½ ∫∫ n n′ r·(r − r′)/|r − r′|³ = −¼ ∫∫ n n′/|r − r′| = −U/2 = E_x.

The situation changes when a potential is written down directly, without an energy from which it follows. The LB94 potential is built in this way, in order to give the −1/r tail that local exchange lacks. In exchange-only form it is

v_σ = −(6n_σ/π)^(1/3) − β n_σ^(1/3) x²/(1 + 3βx asinh x),
x = |∇n_σ|/n_σ^(4/3),  β = 0.05.

The first term is local exchange in its spin-resolved form; for n_σ = n/2 it equals −c n^(1/3).

The tail follows from an exponential density n_σ = A e^(−κr). Then |∇n_σ| = κn_σ, so that n_σ^(1/3) x = κ, and x grows without limit as r increases. For large x the 1 in the denominator can be dropped and asinh x ≈ ln(2x). The gradient term tends to −κ/(3 ln 2x), where 3 ln(2x) = κr + 3 ln(2κA^(−1/3)). The local term decays exponentially and can be neglected, which leaves

v_σ ≈ −1/(r + b),  b = (3/κ) ln(2κA^(−1/3)).

The limit is −1/r, but it is approached slowly. For hydrogen κ = 2 and A = 1/π, and b = (3/2) ln(4π^(1/3)) = 2.652 bohr. At r = 40 bohr this gives −r v = 40/42.652 = 0.938, still 6 % below the limiting value of 1. The numerical check evaluates the full LB94 formula at this radius and finds the same shift b.

LB94 also scales as an exchange potential should. Under uniform scaling n_σ^(1/3) gains a factor λ, while |∇n_σ| and n_σ^(4/3) both gain λ⁴, so that x is merely carried along with the density. Hence v[n_λ](r) = λ v[n](λr). In W[n_λ] the gradient supplies one more factor λ, the vector r supplies 1/λ, and n_λ d³r is unchanged by the substitution u = λr; the result is W[n_λ] = λW[n].

This gives W a meaning even when v has no parent functional. Compress the density from infinite dilution, λ → 0, to λ = 1, and add up the work ∫ v δn along the way. Since dn_λ/dλ = ∇·(r n_λ)/λ, the work is

∫₀¹ (1/λ) W[n_λ] dλ = ∫₀¹ W[n] dλ = W[n].

W(a) is the same work for compression towards the point a. A dependence on the origin is thus a dependence on the path by which the density is assembled.

Nothing in the construction of LB94 makes F vanish, and if F ≠ 0 for even one density, LB94 cannot be a functional derivative. The proof is a closed loop in the space of densities. It uses two properties of the formula: when the density is translated or rotated, the potential is translated or rotated with it. Let n be a closed-shell density with F ≠ 0, and let s be a spherical density with the same electron number.

First deform n into s along the straight line (1 − t)n + ts. Then translate s rigidly by a. Next deform the displaced s into the displaced n by the reverse of the first deformation. Finally translate n back by −a. The first and third legs do opposite amounts of work, because they are the same deformation run in opposite directions at two places. On the second leg the work is a·F[s]. The potential of a spherical density is itself spherical, its gradient is radial, and the average over directions makes F[s] zero. The fourth leg contributes −a·F[n]. The total is

∮ ∫ v δn d³r = −a·F[n],

which is nonzero for a = F[n]. If v were δE/δn, the integral would be the net change of E around a closed loop, which is zero. So no functional E has this potential as its derivative over a set of densities that contains the loop.

The converse inference would be wrong. At a spherical density F vanishes by symmetry for LB94 as well, and W is then unique, yet this does not turn it into the energy that belongs to v. A sharper criterion is available. Suppose v = δE/δn, and change the density by εw₁ + ηw₂, where w₁ and w₂ each integrate to zero. If E is twice continuously differentiable in ε and η, its mixed second derivatives agree, and at ε = η = 0

(d/dη) ∫ w₁ v[n + ηw₂] d³r = (d/dε) ∫ w₂ v[n + εw₁] d³r.

For the hydrogen density, let w₁ and w₂ be the differences between normalized densities proportional to e^(−3r) and e^(−4r) and the density n itself. Local exchange gives −0.1218 hartree on both sides. LB94 gives −0.2716 hartree on the left and −0.1984 hartree on the right. The condition is violated by 0.073 hartree, more than a quarter of the larger value, at a density where the net force is zero.

The virial numbers for hydrogen fit this picture. Exact exchange gives −0.3125 hartree, which is −5/16. Local exchange gives −0.2680 hartree, equal to its own energy. LB94 gives −0.2789 hartree. This last number is closer to the exact value than the local one and does not depend on the origin, but the failed symmetry shows that it is not the value of a twice differentiable functional whose derivative near this density is the LB94 potential.

To see the origin dependence itself, a system is needed whose symmetry permits a nonzero F. The ion H3+ is convenient because it has two electrons in one orbital, so that exact exchange is available as v_x = −v_H/2. Place two nuclei 1.65 bohr apart on the x axis, with the origin at their midpoint, and the third on the y axis at a height of 2.50 bohr. The density comes from restricted Hartree–Fock theory in the STO-6G basis. This is a minimal basis, so the density is a modest approximation to that of the real ion, and the sizes of F and W given below belong to this density, not to the ion itself. The identities hold for any admissible density, and "exact" below refers to the exchange functional evaluated on this one.

The reflections x → −x and z → −z leave the ion unchanged, and therefore F can have no component other than F_y. The virial numbers about the midpoint of the base, a = 0, and about the apex nucleus, a = (0, 2.50, 0) bohr, are, in hartree:

exact exchange: W = −0.5665 and −0.5665
local exchange: W = −0.5013 and −0.5013
LB94: W = −0.4094 and −0.3663

The first two potentials are functional derivatives. Their numbers do not move, and they agree with the energies computed separately, from the exchange integrals and from ∫ n^(4/3) d³r. Their net forces are about 2 × 10⁻⁹ hartree/bohr in magnitude, which is zero within the numerical error.

For LB94 the force integral is F_y = 0.0172 hartree/bohr. The force on the electrons, −F, points from the apex towards the base: the electrons would push themselves along by their own exchange potential. The predicted change of the virial number is

a·F = 2.50 × 0.0172 = 0.043 hartree,

and the change found is −0.3663 + 0.4094 = 0.043 hartree, or 1.17 eV. This is about a tenth of the LB94 virial number at the midpoint, and it comes from nothing but a different choice of origin. These sizes are not converged in the basis. With the cc-pVQZ basis at the same geometry, exact and local exchange give −0.596 and −0.521 hartree, F_y grows to 0.030 hartree/bohr with the same sign, the LB94 numbers become −0.389 and −0.314 hartree, and the change is 0.075 hartree, or 2.0 eV, about a fifth of the value at the midpoint. The agreement is a real test, because the number at the apex was computed from the form ∫ v ∇·[(r − a)n] d³r, without the gradient of v, and the prediction from the gradient form at the midpoint.

Since W is linear in a, the LB94 number can be given any value at all. Relative to the midpoint it lies 0.5665 − 0.4094 = 0.157 hartree above exact exchange, and an origin placed 0.157/0.0172 ≈ 9 bohr below the base would remove the difference (about 7 bohr for the cc-pVQZ density). Such agreement would say nothing about the quality of the potential.

W is also linear in v, so the contribution of the gradient term can be isolated. About the midpoint it is −0.4094 + 0.5013 = +0.092 hartree; in hydrogen it is −0.2789 + 0.2680 = −0.011 hartree. The positive sign means that the density-weighted average of r·∇ of this term is negative: on balance, the term deepens the potential outwards from the midpoint. In hydrogen the balance is slightly the other way. The term that was added to improve the tail therefore brings the virial number closer to exact exchange in hydrogen and, about the midpoint or the apex, takes it further away in H3+. The H3+ comparison depends on the origin: local exchange has no net force, so the contribution of the gradient term changes by a·F and reverses its sign for an origin more than 0.092/0.0172 ≈ 5 bohr below the base (about 4.4 bohr for the cc-pVQZ density).

The tail of the H3+ density differs from the one assumed in the derivation. It is built from Gaussian functions and decays as e^(−γr²), not exponentially. Far out, |∇n_σ|/n_σ ≈ 2γr and 3 asinh x ≈ γr², so the gradient term tends to −2γr/(γr²) = −2/r, twice the intended tail. The surface terms still vanish, and the relation between W and F is unaffected, but the −1/r limit belongs to exponential densities such as that of hydrogen.

If the apex is lowered to 1.4289 bohr, the triangle becomes equilateral. No vector in the molecular plane is unchanged by a rotation through 120°, and a vector perpendicular to the plane is reversed by reflection in it. F must vanish, and the computed magnitude for LB94 is 8 × 10⁻⁹ hartree/bohr, a residue of the quadrature that shrinks on a finer grid. The virial number is then the same about every origin, although the potential is given by the same formula as before. A vanishing net force at one symmetric geometry is a property of that density; for a functional derivative of a translation-invariant energy it holds at every density.

Computed results

```
H exact exchange energy = -0.312500 hartree
H exact virial number = -0.312500 hartree
H local exchange energy = -0.268037 hartree
H local virial number = -0.268037 hartree
H LB94 virial number = -0.278930 hartree
LB94 beta = 0.05 (dimensionless)
H LB94 tail: radius = 40.0 bohr
H LB94 tail: -r v = 0.93783 hartree bohr
H LB94 tail: -1/v - r = 2.65181 bohr
H LB94 tail: predicted shift = 2.65181 bohr
H local response, order 1 = -0.121841 hartree
H local response, order 2 = -0.121841 hartree
H local response asymmetry = -1.80e-09 hartree
H LB94 response, order 1 = -0.271588 hartree
H LB94 response, order 2 = -0.198415 hartree
H LB94 response asymmetry = -7.32e-02 hartree
H3+ base length = 1.65 bohr
H3+ apex height = 2.50 bohr
H3+ RHF/STO-6G total energy = -1.208602 hartree
H3+ integrated density = 2.000000 electrons
H3+ exact exchange energy (integrals) = -0.56651 hartree
H3+ local exchange energy = -0.50128 hartree
H3+ exact W at base midpoint = -0.56651 hartree
H3+ exact W at apex nucleus = -0.56651 hartree
H3+ exact force F_y = -1.82e-09 hartree/bohr
H3+ local W at base midpoint = -0.50128 hartree
H3+ local W at apex nucleus = -0.50128 hartree
H3+ local force F_y = -2.24e-09 hartree/bohr
H3+ LB94 W at base midpoint = -0.40940 hartree
H3+ LB94 W at apex nucleus = -0.36630 hartree
H3+ LB94 force F_y = 1.72e-02 hartree/bohr
H3+ LB94 change of W = 0.04311 hartree
H3+ LB94 change of W = 1.173 eV
H3+ LB94 a.F = 0.04311 hartree
Equilateral H3+ height = 1.4289 bohr
Equilateral H3+ LB94 |F| = 8.0e-09 hartree/bohr
```
